\section*{Spin-orbit coupling and band sticking on the hcp hexagonal zone face, part 2}

A nonmagnetic hcp crystal has lattice constants $a$ and $c$, with the hexagonal axis along $z$. Its electrons are treated in a one-electron picture. On the Brillouin-zone face $k_z=\pi/c$, A is the centre, L an edge midpoint and H a corner. One line A-L runs along $y$ and one line A-H along $x$, with lengths $k_{AL}=2\pi/(\sqrt3\,a)$ and $k_{AH}=4\pi/(3a)$. The problem is to find the size of the spin-orbit splitting on this face and its effect on electron orbits.

Inversion is $P$, time reversal is $\Theta$, and $\mathcal A=P\Theta$ preserves every $\mathbf k$. The map $M:(x,y,z)\to(x,y,-z+c/2)$, the mirror in an $A$ layer of atoms, preserves every face wavevector. Its orbital eigenvalue is $\mu=\pm1$; with spin, $M=-i\mu\sigma_z$. Bloch sums of $s$ orbitals on the $A$ layers have $\mu=+1$, those on the $B$ layers $\mu=-1$.

Without spin-orbit coupling, $u_+$ and $u_-=\mathcal Au_+$ (with $\mu=\pm1$) have equal energy and, with two spins each, form a quartet. With coupling, part (c) showed that $\mathcal A$ turns an eigenstate of $M$ into an orthogonal one with the same energy and eigenvalue. The quartet becomes two Kramers doublets, $M=\pm i$. At a general face point symmetry does not require them to have equal energies, but they may cross by accident.

Part (d) showed that the mirror $m_x:(x,y,z)\to(-x,y,z)$ obeys
\begin{equation}
m_xM=-Mm_x
\label{eq:mx}
\end{equation}
and joins the two doublets on A-L, where levels stay fourfold.

The model crystal of part (f) has $a=0.39$ nm, $c=0.64$ nm, and $s$, $p$, $d$ orbital energies $0$, $5$, $4$ eV. The atomic spin-orbit term is $\zeta_l\mathbf L\cdot\mathbf S$ ($\hbar=1$ for angular momentum), with $\zeta_p=0.20$ eV and $\zeta_d=0.05$ eV. Nearest-neighbour hopping integrals, for angular momentum $|m|=0,1,2$ about the bond, are, in eV,
\begin{equation}
\begin{aligned}
ss&:-0.4, & sp&:0.6, & sd&:-0.4,\\
pp&:0.9,\,-0.1, & pd&:-0.6,\,0.2, & dd&:-0.5,\,0.25,\,-0.03 .
\end{aligned}
\end{equation}

\subsection*{(g) The splitting to first order}

\textit{For a quartet well separated from other levels, find the form of the spin-orbit splitting and express it through the orbital state $u_+$.}

\textbf{Solution.} Project the Hamiltonian on the quartet. It commutes with $M$, so it has one $2\times2$ block for $\mu\sigma_z=+1$ and one for $\mu\sigma_z=-1$. By part (c), $\mathcal A$ turns an eigenstate in a block into an orthogonal state of equal energy in the same block. These two states fill the block, so each block is a multiple of the unit matrix. Two numbers remain, and they can be written as
\begin{equation}
H=E_0+\frac g2\,\mu\sigma_z .
\label{eq:g}
\end{equation}
Since $M=-i$ belongs to $\mu\sigma_z=+1$,
\begin{equation}
D\equiv E(+i)-E(-i)=-g,\qquad \Delta=|g| .
\end{equation}

For the atomic coupling $V=\sum_l\zeta_l\mathbf L\cdot\boldsymbol\sigma/2$, restricted to shell $l$ in each term, the trace over spin vanishes. The mean energy $E_0$ therefore has no first-order shift. The energy of $u_+\!\uparrow$ shifts by $g/2$, and $\langle\uparrow|\boldsymbol\sigma|\uparrow\rangle=\hat{\mathbf z}$, so
\begin{equation}
\frac g2=\langle u_+\!\uparrow|V|u_+\!\uparrow\rangle
=\frac12\sum_l\zeta_l\langle L_z\rangle_l,
\qquad
g=\sum_l\zeta_l\langle L_z\rangle_l .
\label{eq:first}
\end{equation}
Here $\langle L_z\rangle_l$ is the sum of $m$ times the weight of $u_+$ in the orbitals $|l,m\rangle$ of both sites. The splitting measures the orbital angular momentum of one of the two stuck states, with each shell weighted by its $\zeta_l$. Because of these weights, $g$ can differ in sign from the total angular momentum. The partner $u_-=\mathcal Au_+$ has the opposite angular momentum, because time reversal changes the sign of $L_z$ and inversion does not. The total over the pair is zero, as inversion and time reversal require.

On A-L the orbital part of $m_x$ commutes with that of $M$. It maps an isolated $u_+$ to itself up to a phase, but reverses $L_z$. Hence $\langle L_z\rangle_l=0$ for each shell, in agreement with part (d).

At the midpoint of A-H the lowest quartet of the model has mean energy $-2.264$ eV. Its first-order terms are
\begin{equation}
g=(-1.3114+0.7728)\ \text{meV}=-0.5386\ \text{meV}.
\end{equation}
The first number is the $p$ part and the second the $d$ part. Dividing by $\zeta_p=200$ meV and $\zeta_d=50$ meV gives $\langle L_z\rangle_p=-0.0066$ and $\langle L_z\rangle_d=0.0155$. Diagonalization with the full coupling gives $D=0.533$ meV. The first-order magnitude is larger by about $1\%$ of this value. The splitting is much smaller than $\zeta_p$ because the angular momentum is small and its two contributions partly cancel.

This nonzero result also completes the argument of part (c): a Hamiltonian with all the required symmetries does have split levels, so no overlooked symmetry can enforce the sticking.

\subsection*{(h) Dependence on the in-plane wavevector}

\textit{Find the lowest power of $k_x$ and $k_y$, measured from A, that can appear in $D$.}

\textbf{Solution.} Equation~(\ref{eq:mx}) contains no translation factor and holds for every face point. The mirror $m_x$ takes a state at $(k_x,k_y)$ with $M=+i$ to a state of equal energy at $(-k_x,k_y)$ with $M=-i$. Hence
\begin{equation}
D(-k_x,k_y)=-D(k_x,k_y).
\label{eq:odd}
\end{equation}
A threefold rotation about a vertical axis through an atom commutes with $M$ in space and in spin, so $D$ is unchanged when $(k_x,k_y)$ is rotated by $2\pi/3$.

Let the quartet at A be separated from all other levels. Near A each mirror sector then has one isolated doublet. Its energy is half the trace of the Hamiltonian on that doublet, which is analytic in $\mathbf k$. Thus $D$ has a power series. With $w=k_x+ik_y$, its terms are products $w^p(w^*)^q$, and threefold symmetry allows those for which $p-q$ is a multiple of three. Up to third order this leaves
\begin{equation}
1,\qquad |w|^2,\qquad \operatorname{Re}w^3,\qquad \operatorname{Im}w^3 .
\end{equation}
Under $k_x\to-k_x$ one has $w\to-w^*$ and $w^3\to-(w^*)^3$. The first two terms are even. The real part of $w^3$ changes sign, while its imaginary part does not. Equation~(\ref{eq:odd}) therefore selects
\begin{equation}
D\simeq C\operatorname{Re}w^3=C\,k_x\left(k_x^2-3k_y^2\right),
\label{eq:cubic}
\end{equation}
with a constant $C$ that symmetry does not fix. In polar form this is $Ck^3\cos3\varphi$. It vanishes on the six half-lines A-L and is largest in magnitude, at fixed small $k$, along A-H. At fourth order the allowed term is $|w|^4$, which is even, so the next correction is of fifth order.

Doubling the distance from A along A-H should therefore multiply $D$ by eight, with a relative correction of second order in $k$. In the model, going from $0.02$ to $0.04$ of $k_{AH}$ multiplies it by $8.007$.

Farther out, the difference between the lowest levels of the two sectors is
\begin{center}
\begin{tabular}{cc}
fraction of A-H & $D$ (meV)\\
0.25 & $0.062$\\
0.50 & $0.533$\\
0.75 & $1.383$\\
1.00 & $-9.723$
\end{tabular}
\end{center}
The sign changes between $0.75$ and $1$. The lowest eigenvalue of each sector is a continuous function of $\mathbf k$, so $D$ must vanish somewhere in between. At that point the lowest level is fourfold by accident, as part (c) allows. The sign change persists on neighbouring paths, so the crossing continues away from A-H. The zero lies at $0.86$ of A-H. The lowest orbital band stays the same, since at the points sampled up to H the next level with the same $\mu$ is at least $0.78$ eV higher. Its total angular momentum keeps its sign. What changes is the balance in equation~(\ref{eq:first}): from $0.75$ to H, $\langle L_z\rangle_p$ goes from $-0.025$ to $0$ while $\langle L_z\rangle_d$ grows from $0.070$ to $0.194$, so the weighted sum $g$ turns from negative to positive. The cubic law gives no guidance this far from A.

\subsection*{(i) Passing through the face}

\textit{Let $k_z=\pi/c+q$. Find how the two doublets separate as $|q|$ grows, for small $q$ and weak spin-orbit coupling.}

\textbf{Solution.} Expand the Hamiltonian to first order in $q$ within the quartet of the face point. The mirror $M$ reverses $q$, so the coefficient of $q$ must anticommute with $M$. Without spin-orbit coupling that coefficient acts on the orbital states alone, and it can only connect $u_+$ with $u_-$. Write it as $\hbar v_z\rho$, where
\begin{equation}
\rho=\begin{pmatrix}0&e^{-i\chi}\\ e^{i\chi}&0\end{pmatrix},
\qquad \rho^2=1,\qquad \mu\rho=-\rho\mu ,
\end{equation}
with a real phase $\chi$ and $v_z\ge0$. Neglecting the change of this coefficient by spin-orbit coupling, and terms of order $q^2$,
\begin{equation}
H(q)=E_0+\hbar v_zq\,\rho+\frac g2\,\mu\sigma_z .
\label{eq:dirac}
\end{equation}
The square of the part beyond $E_0$ is
\begin{equation}
(\hbar v_zq)^2+\frac{g^2}{4}
+\frac g2\hbar v_zq\,\sigma_z(\rho\mu+\mu\rho)
=(\hbar v_zq)^2+\frac{g^2}{4}.
\end{equation}
The energies are therefore $E_0\pm\sqrt{(\hbar v_zq)^2+g^2/4}$, each twofold, and their separation is
\begin{equation}
\delta E(q)=\sqrt{\Delta^2+(2\hbar v_zq)^2}.
\label{eq:sep}
\end{equation}
For $\Delta=0$ the bands cross the face as straight lines with slopes $\pm\hbar v_z$. An electron can then continue through the face as though the zone were twice as high. Spin-orbit coupling opens a gap at the crossing, except where $g=0$. This picture needs $v_z\neq0$. At H the lowest $u_+$ and $u_-$ contain the $s$ sums of the $A$ and $B$ layers, which have different eigenvalues under the threefold rotation, so $v_z=0$ there. In the model $\hbar v_z$ falls to $0.29$ eV nm at $0.9$ of A-H and to $0.04$ eV nm at $0.99$. Near H the linear term is not sufficient, and neither the separation formula nor the breakdown formula of part (j) applies.

At the midpoint of A-H the model without spin-orbit coupling gives $\hbar v_z=0.4347$ eV nm. Choose $q$ so that $\hbar v_zq=\Delta$, which means $q=0.00123$ nm$^{-1}$. Equation~(\ref{eq:sep}) then gives
\begin{equation}
\delta E=\sqrt5\times0.5334\ \text{meV}=1.193\ \text{meV}.
\end{equation}
Full diagonalization gives $1.1925$ meV, which differs by less than $0.1\%$.

\subsection*{(j) Magnetic breakdown}

\textit{A magnetic field $B$ lies in the face, perpendicular to the in-plane velocity $v_\parallel$ of the quartet. Find the probability that an electron jumps across the gap and continues as if the bands still stuck together. Neglect the Zeeman energy.}

\textbf{Solution.} Let $s$ be the wavevector component along the in-plane velocity, measured from the point where the mean band energy equals the electron energy. Near the crossing the Hamiltonian is that of equation~(\ref{eq:dirac}) with $\hbar v_\parallel s$ added. In a field the two components of the kinetic wavevector no longer commute. With a suitable sense of $B$, $[s,q]=ieB/\hbar$, which is represented by $s=i(eB/\hbar)\,\partial/\partial q$. At the chosen energy,
\begin{equation}
i\,e v_\parallel B\,\frac{\partial\psi}{\partial q}
=-\left(\hbar v_zq\,\rho+\frac g2\mu\sigma_z\right)\psi .
\end{equation}
Set $q=ev_\parallel Bt/\hbar$. The left side becomes $i\hbar\,\partial\psi/\partial t$, so this is a Schr\"odinger equation in $t$. Its overall minus sign exchanges the upper and lower levels but not the jump probability. Since $\sigma_z$ commutes with both terms, there are two separate two-level problems, with couplings $\pm g/2$ between the levels. The distance between the uncoupled levels is $2\hbar v_zq=Rt$, where
\begin{equation}
R=2ev_zv_\parallel B .
\end{equation}

Put $r=R/\hbar$ and $\delta=\Delta/\hbar$. In the basis of the uncoupled levels, the amplitudes can be chosen to obey
\begin{equation}
i\dot a=\frac{rt}{2}a+\frac\delta2b,\qquad
i\dot b=\frac\delta2a-\frac{rt}{2}b .
\end{equation}
With $a=\alpha e^{-irt^2/4}$ and $b=\beta e^{irt^2/4}$,
\begin{equation}
i\dot\alpha=\frac\delta2\beta e^{irt^2/2},\qquad
i\dot\beta=\frac\delta2\alpha e^{-irt^2/2}.
\end{equation}
Differentiate the first equation, and use both equations to eliminate $\dot\beta$ and $\beta$:
\begin{equation}
\ddot\alpha=irt\,\dot\alpha-\frac{\delta^2}{4}\alpha,
\qquad
\frac{\dot\alpha}{\alpha}=\frac{1}{irt}
\left(\frac{\delta^2}{4}+\frac{\ddot\alpha}{\alpha}\right).
\end{equation}

The electron starts at $t=-\infty$ in the level with amplitude $\alpha$. For large $|t|$ this solution behaves as a power of $t$, for which $\ddot\alpha/\alpha$ is of order $t^{-2}$. The other solution contains $e^{irt^2/2}/t$. Continue $t$ from $-\infty$ to $+\infty$ along a large arc in the upper half-plane. The other solution is absent at the start, stays absent on the first quarter circle, where it would grow, and is exponentially small inside the second. At the real axis it is smaller by $1/t$, so the limit of $\alpha$ is given by the first solution alone. For that solution the term $\ddot\alpha/\alpha$ drops out as the arc grows. On the arc $\int dt/t=-i\pi$, so
\begin{equation}
\ln\frac{\alpha(\infty)}{\alpha(-\infty)}
=\frac{\delta^2}{4ir}(-i\pi)=-\frac{\pi\delta^2}{4r}.
\end{equation}
Remaining in the same uncoupled level means jumping from one band to the other. Squaring gives the Landau-Zener probability
\begin{equation}
P_{\rm jump}=e^{-\pi\delta^2/(2r)}=e^{-B_0/B},
\qquad
B_0=\frac{\pi\Delta^2}{4e\hbar v_zv_\parallel}.
\label{eq:b0}
\end{equation}
Direct integration of the two-level equation with $\delta=0.6$ and $r=1$, from $t=-40$ to $40$, gives $0.5681$. The formula gives the same four digits.

At the midpoint of A-H the velocities are $v_z=6.60\times10^5$ m/s and $v_\parallel=7.09\times10^5$ m/s. With $\Delta/e=5.334\times10^{-4}$ V and $\hbar/e=6.582\times10^{-16}$ V s,
\begin{equation}
B_0=\frac{\pi(5.334\times10^{-4})^2}
{4(6.582\times10^{-16})(6.604\times10^5)(7.094\times10^5)}\ \text{T}
=0.72\ \text{mT}.
\end{equation}
For an orbit through this point, a field well above $B_0$ makes the electron ignore the gap almost completely. At $10$ T the formula gives $P_{\rm jump}=0.9999$. The Zeeman splitting at that field is $1.16$ meV for a free-electron spin, which exceeds $\Delta$. The spin Zeeman term commutes with $\rho$, however, so it does not by itself cause transitions between the uncoupled levels.

\subsection*{(k) Comparison with a real metal}

\textit{How far can these numbers be carried over to hcp ytterbium?}

\textbf{Solution.} Ytterbium has a nonmagnetic hcp phase at low temperature, and the lattice constants used here are rough values for it. The spin-orbit constants are of atomic size, while the hopping integrals and orbital energies are round model values. The largest omission sized here is the filled $4f$ shell. It was added with its centre $1.5$ eV above the quartet, $\zeta_f=0.40$ eV, and hopping integrals for $m=0$ of $0.05$, $-0.1$ and $0.1$ eV to $s$, $p$ and $d$. With everything else held fixed, the midpoint splitting rises from $0.53$ to $4.8$ meV, a factor of nine. By equation~(\ref{eq:b0}), at unchanged velocities, $B_0$ rises by $(4.790/0.5334)^2\approx81$, to about $0.06$ T. The shell also lowers $v_z$ and $v_\parallel$ by about $8\%$ and $6\%$, which brings the factor to about $93$ and $B_0$ to about $0.07$ T. These factors depend strongly on the assumed position of the shell: with its centre $1.0$ or $2.0$ eV above the quartet, the splitting is $11.4$ or $2.7$ meV.

The midpoint splitting is thus not a prediction for ytterbium. A filled $4f$ shell above the quartet also means that the quartet itself lies below the Fermi level. No orbit on the Fermi surface then belongs to it at this point, and the values of $B_0$ only illustrate the formula. Thermal energy at $4$ K is $0.34$ meV, comparable with the splitting of the model without $4f$ states. Electron correlation, orbital overlap, more distant hopping and scattering are also left out. These omissions affect the size of $g$ and the visibility of the gap. They do not affect the degeneracy count of the one-electron bands, provided that the potential keeps the crystal symmetry and time reversal. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lattice a, c = 0.39, 0.64 nm
levels s, p, d = 0.0, 5.0, 4.0 eV
zeta p, d = 0.20, 0.05 eV
hopping ss, |m|=0,1,..: [-0.4] eV
hopping sp, |m|=0,1,..: [0.6] eV
hopping sd, |m|=0,1,..: [-0.4] eV
hopping pp, |m|=0,1,..: [0.9, -0.1] eV
hopping pd, |m|=0,1,..: [-0.6, 0.2] eV
hopping dd, |m|=0,1,..: [-0.5, 0.25, -0.03] eV
hopping sf, |m|=0,1,..: [0.05] eV
hopping pf, |m|=0,1,..: [-0.1] eV
hopping df, |m|=0,1,..: [0.1] eV
kz on face = 4.9087 1/nm
distance A-H, A-L = 10.7405, 9.3015 1/nm
max quartet spread on face, no SOC = 1.0e-14 eV
max quartet spread at 0.8 kz, no SOC = 0.8680 eV
max quartet spread on A-L, SOC = 1.4e-14 eV
min doublet gap at 3 face points = 0.0583 meV
A-L spread, 1 meV exchange field = 2.000 meV
E(+i)-E(-i) at 0.25 of A-H = 0.0623 meV
E(+i)-E(-i) at 0.50 of A-H = 0.5334 meV
E(+i)-E(-i) at 0.75 of A-H = 1.3832 meV
E(+i)-E(-i) at 1.00 of A-H = -9.7234 meV
splitting ratio near A, k doubled = 8.0070
midpoint quartet mean energy = -2.2639 eV
midpoint full splitting = 0.5334 meV
first-order g, p part = -1.3114 meV
first-order g, d part = 0.7728 meV
first-order g, total = -0.5386 meV
hbar v_z, hbar v_parallel = 0.4347, 0.4669 eV nm
v_z, v_parallel = 6.604e+05, 7.094e+05 m/s
test distance q from face = 0.00123 1/nm
separation at q, full = 1.1925 meV
separation at q, formula = 1.1928 meV
Landau-Zener P, integrated = 0.5681
Landau-Zener P, formula = 0.5681
breakdown field B0 = 0.0007248 T
breakdown P at 10 T = 0.9999
Zeeman splitting at 10 T = 1.1577 meV
thermal energy at 4 K = 0.3447 meV
4f centre above quartet = 1.5 eV
zeta 4f = 0.40 eV
midpoint splitting with 4f = 4.7900 meV
\end{verbatim}
